# The Frank-Bilby Equation and Misfit Dislocations at a Silicide Interface

Two crystals, A above and B below, meet on a plane whose unit normal $\mathbf n$ points into A. Both are obtained by deforming one reference lattice with points $\mathbf X$:

$$\mathbf x_A=S_A\mathbf X+\mathbf t_A,\qquad \mathbf x_B=S_B\mathbf X+\mathbf t_B .$$

The invertible matrices $S_A,S_B$ contain everything that distinguishes the lattices as they actually are: natural lattice parameter, elastic strain and rotation. Choosing them also decides which step in A corresponds to which step in B. The rigid shifts $\mathbf t$ will cancel. Apart from the interface, the crystals contain no dislocations.

Let $\mathbf p$ be the vector from O to P in the interface. A closed circuit runs from O to P through B, crosses into A, returns to O through A and crosses back. Repeating its lattice steps in the reference lattice gives a path that need not close. The Burgers vector $\mathbf B$ is drawn from the finish of that path to its start. Positive line sense is the right-hand normal of the circuit, $\mathbf p\times\mathbf n$.

## (a) Find the net Burgers vector of the lines crossed by $\mathbf p$.

**Solution.** First let O and P be places where a lattice point of A coincides with one of B. The crossings then have zero length and add no steps.

A sequence of lattice steps in B with reference sum $\Delta\mathbf X_B$ produces the displacement $S_B\Delta\mathbf X_B$; the shift $\mathbf t_B$ drops out of differences. The outward path has displacement $\mathbf p$, so

$$\Delta\mathbf X_B=S_B^{-1}\mathbf p .$$

The return path has displacement $-\mathbf p$ in A, so

$$\Delta\mathbf X_A=-S_A^{-1}\mathbf p .$$

In the reference lattice, finish minus start is the sum

$$\Delta\mathbf X_B+\Delta\mathbf X_A=(S_B^{-1}-S_A^{-1})\mathbf p .$$

The Burgers vector runs the other way, from finish to start:

$$\boxed{\;\mathbf B(\mathbf p)=(S_A^{-1}-S_B^{-1})\,\mathbf p\equiv T\mathbf p\;}$$

This is the Frank-Bilby equation. The inverses appear because the circuit counts lattice steps: a crystal with smaller spacing needs more steps to cover the same $\mathbf p$.

If O and P are not coincidences, the circuit uses lattice points near them. Each end then changes the sum by an amount of the order of one lattice vector, however long $\mathbf p$ is. The relative error falls as $1/|\mathbf p|$, so the equation gives a mean density, while a short $\mathbf p$ crosses a whole number of lines.

To check the sign, let $S_B=1$ and let A be smaller by a factor $s<1$ along $\mathbf p$. Then $\mathbf B=(1/s-1)\mathbf p$ points along $+\mathbf p$. The upper path has more steps than the lower, which means extra half planes in A. Reversing the line sense reverses $\mathbf B$. Changing the reference lattice to $\mathbf X'=M\mathbf X$ changes $\mathbf B$ to $M\mathbf B$, the same content in other coordinates.

## (b) What changes if the strain varies from place to place, and when is the content zero?

**Solution.** In a dislocation-free crystal the reference position is a smooth, single-valued function $\mathbf X(\mathbf x)$, with local inverse deformation $S^{-1}=\partial\mathbf X/\partial\mathbf x$. The reference sum along a path is $\int S^{-1}d\mathbf x$. The argument of (a) then gives

$$\mathbf B=\int_O^P\left(S_A^{-1}-S_B^{-1}\right)d\mathbf p .$$

Each integral equals a difference of $\mathbf X$ between the end points. A smooth extra displacement that vanishes at O and P therefore leaves $\mathbf B$ unchanged. The strain between dislocations may be strongly nonuniform while the mean deformation still gives the content.

The content vanishes for every in-plane $\mathbf p$ when $T\mathbf p=0$ for all $\mathbf p\perp\mathbf n$. A matrix that annihilates the whole plane acts only on the normal component, so $T=\mathbf a\,\mathbf n^{T}$ for some vector $\mathbf a$. A film stretched to match its substrate in the plane, with a different spacing along $\mathbf n$, is of this kind. It is coherent, and its actual content is zero.

If the natural, stress-free lattices are used in $T$ instead, the same film gives a nonzero result. That number is the content that would be needed to remove the mean misfit stress, as (e) shows. The two uses must be kept apart.

## (c) Find the content when the crystals differ by a rotation $\theta$ alone.

**Solution.** Share the rotation about the unit axis $\mathbf u$ equally: $S_A=R(\theta/2)$, $S_B=R(-\theta/2)$. The inverse of a rotation is the opposite rotation, so

$$\mathbf B=\left[R(-\theta/2)-R(\theta/2)\right]\mathbf p .$$

For $\mathbf p\perp\mathbf u$, $R(\alpha)\mathbf p=\cos\alpha\,\mathbf p+\sin\alpha\,\mathbf u\times\mathbf p$. The cosine terms cancel and the sine terms add:

$$\mathbf B=-2\sin(\theta/2)\,\mathbf u\times\mathbf p,\qquad |\mathbf B|=2\sin(\theta/2)\,|\mathbf p| .$$

A component of $\mathbf p$ along $\mathbf u$ is unchanged by both rotations and contributes nothing. For $\theta=20^\circ$ the ratio $|\mathbf B|/|\mathbf p|$ is 0.3473. For small angles it tends to $\theta$, so a tilt boundary made of one set of lines has spacing close to $b/\theta$. At large angles the equation still holds as a count, but the lines are so close that their cores overlap and the picture of separate dislocations fails.

## (d) Resolve the content into two sets of straight lines.

**Solution.** Let the sets have independent Burgers vectors $\mathbf b_1,\mathbf b_2$ in the interface, and let $T\mathbf p$ lie in the interface too. For equally spaced straight lines, the number crossed is linear in $\mathbf p$. Write it as $\mathbf N_i\cdot\mathbf p$, with $\mathbf N_i$ in the interface:

$$T\mathbf p=\sum_i\mathbf b_i(\mathbf N_i\cdot\mathbf p).$$

Define in-plane reciprocal vectors by $\mathbf b_j^*\cdot\mathbf b_i=\delta_{ij}$. Taking the scalar product with $\mathbf b_j^*$ leaves one term on the right:

$$\mathbf b_j^*\cdot T\mathbf p=\mathbf N_j\cdot\mathbf p\quad\Rightarrow\quad \mathbf N_j=T^{T}\mathbf b_j^* ,$$

where $T$ now means its in-plane $2\times2$ part. Moving perpendicular to $\mathbf N_j$ crosses no line, so the lines run perpendicular to $\mathbf N_j$. Moving along it crosses $|\mathbf N_j|$ lines per unit length, so the spacing is $D_j=1/|\mathbf N_j|$.

For a square net with equal misfit in both directions, take B as reference: $S_B=1$, $S_A=r$, with $r<1$. Then $T=1/r-1$. With $\mathbf b_1=b\hat{\mathbf x}$ the reciprocal vector is $\hat{\mathbf x}/b$, and

$$\mathbf N_1=\frac{1/r-1}{b}\,\hat{\mathbf x},\qquad D=\frac{b}{1/r-1}.$$

The lines are perpendicular to their Burgers vector and are pure edge. The second set is the same, turned by $90^\circ$.

The division is unique here because there are two sets: four components of $\mathbf N_1,\mathbf N_2$ meet the four elements of $T$. A third set with its Burgers vector also in the interface would add two unknowns and no equation. The Frank-Bilby equation fixes the sum; energy and growth history choose the network.

## (e) Why does this density remove the long-range misfit stress?

**Solution.** Consider edge lines with spacing $D$ and Burgers vector $b\hat{\mathbf x}$, at $y=0$ between equal halves of a large isotropic body with shear modulus $\mu$ and Poisson ratio $\nu$. Here $y$ is the height along $\mathbf n$, and strain along the lines is zero.

The stress has period $D$ in $x$. A harmonic of wavenumber $k=2\pi m/D$ in the Airy stress function has a height factor $f(y)$ obeying $(d^2/dy^2-k^2)^2f=0$. Its decaying solutions are $(c_1+c_2|y|)e^{-k|y|}$. Far away, only the average over $x$ survives. With no load on the faces parallel to the interface, the average $\sigma_{yy}$ and $\sigma_{xy}$ vanish, and the average $\sigma_{xx}$ is at most linear in $y$ in each half. Take the body to be held flat, so that it is a constant in each half. A free body of any thickness would bend instead, because opposite constant stresses carry a moment. That bending is driven by the same difference between misfit and array found below and vanishes with it.

With $S^{-1}=1-\partial\mathbf u/\partial\mathbf x$, the Frank-Bilby equation applied to the far fields gives

$$\varepsilon_{xx}^B-\varepsilon_{xx}^A=\frac bD .$$

Equal halves must carry opposite forces, so $\varepsilon_{xx}^A=-b/2D$ and $\varepsilon_{xx}^B=+b/2D$. The condition $\sigma_{yy}=0$ gives $\varepsilon_{yy}=-\nu\varepsilon_{xx}/(1-\nu)$, and Hooke's law then gives $\sigma_{xx}=2\mu\varepsilon_{xx}/(1-\nu)$.

Now let A have the smaller natural spacing, with natural content $\delta=1/r-1$. Holding the halves coherent stretches A by $\delta/2$ and compresses B by $\delta/2$, to first order in $\delta$. Adding the array gives in A

$$\sigma_{xx}=\frac{2\mu}{1-\nu}\left(\frac{\delta}{2}-\frac{b}{2D}\right),$$

and the opposite in B. Both vanish when $b/D=\delta$, the Frank-Bilby density of the natural lattices. This treats misfit along $x$ alone. With misfit in both in-plane directions, $\sigma_{xx}=2\mu(\varepsilon_{xx}+\nu\varepsilon_{zz})/(1-\nu)$ with $z$ along the lines, so one set leaves part of $\sigma_{xx}$ behind. The second set cancels $\varepsilon_{zz}$ in the same way, and the two together remove the mean stress.

The fields of many single dislocations were summed for $D=100b$ and $\nu=0.3$. The far distortion jump came to 0.99998 of $b/D$. Relative to the misfit stress, the largest magnitude of the remaining $\sigma_{xx}$, $\sigma_{yy}$ or $\sigma_{xy}$, sampled at six positions over half a period, was 0.520 at height $D/4$ and 0.0118 at height $D$. Directly above a line at $D/4$, the remaining $\sigma_{xx}$ was only $-0.0045$, so one point cannot measure the decay. At $3D$ the peak was $1.4\times10^{-5}$. This exceeds what a factor $e^{-6\pi}$ would leave, because the sum was cut off at $N=200\,000$ lines on each side. A line at a large distance $x$ along the interface contributes $\sigma_{xx}\approx-3\mu by/[2\pi(1-\nu)x^2]$. Summed over $|x|>ND$ and divided by the misfit stress $\mu b/[(1-\nu)D]$, the missing lines leave $3y/(\pi ND)=1.4\times10^{-5}$ at $y=3D$.

## (f) A CoSi₂ film on Si(001) relaxes at 900 K and cools to 300 K with its dislocations frozen. Find their spacing and the film stress.

**Solution.** The film has the cube-on-cube orientation. Both crystals share the face-centred cubic translations, so take $\mathbf b=\tfrac12\langle110\rangle$ in the interface. The model inputs are lattice parameters set to 0.5431 nm (Si) and 0.5365 nm (CoSi₂) at 300 K, chosen to give a rough typical misfit of about $-1.2\%$, and rough mean expansion coefficients of $3.5\times10^{-6}$ and $10\times10^{-6}$ K$^{-1}$. The Burgers vector has length $b=0.5431/\sqrt2=0.3840$ nm.

At 300 K the natural ratio is $r_{300}=0.5365/0.5431=0.98785$, a misfit of $-1.215\%$. Over 600 K the film expands more than silicon:

$$r_{900}=0.98785\times\frac{1.0060}{1.0021}=0.99169 ,$$

a misfit of $-0.831\%$. Full relaxation at 900 K gives

$$\frac{|\mathbf B|}{|\mathbf p|}=\frac1{r_{900}}-1=0.00838,\qquad D=\frac{0.3840\ \text{nm}}{0.00838}=45.8\ \text{nm},$$

with $b$ taken at 300 K, since the network contracts with the silicon.

Frozen dislocations mean a fixed difference in the number of atom rows. The actual in-plane ratio of the film to silicon must therefore stay at $r_{900}$. With residual film strain $e$,

$$r_{300}(1+e)=r_{900}\quad\Rightarrow\quad e=\frac{1.0060}{1.0021}-1=0.389\% .$$

The film would contract more than silicon allows, so the strain is tensile. With a rough biaxial modulus of 200 GPa the stress is 0.78 GPa. Counting rows along a piece of silicon 10 µm long at 300 K gives 218 extra film rows both hot and cold, against an expected 218.1.

Two limits bracket this state at 300 K. A coherent film has no dislocations and a strain of $1/r_{300}-1=1.230\%$. A film free to relax fully at 300 K has no mean strain, a content of 0.01230 and a spacing of 31.2 nm. A measured spacing combined with the room-temperature natural misfit therefore does not imply a stress-free film.

## (g) The relaxed film is also twisted by $0.2^\circ$ about the normal. What happens to the lines?

**Solution.** Now $S_A=rR(\theta)$ with $r=r_{900}$, so $T=R(-\theta)/r-1$. Transposing a rotation reverses it, hence

$$\mathbf N_1=\frac{T^T\hat{\mathbf x}}{b}=\frac1b\left(\frac{\cos\theta}{r}-1,\ \frac{\sin\theta}{r}\right).$$

The lines, perpendicular to $\mathbf N_1$, turn by $\varphi$ from their untwisted direction:

$$\tan\varphi=\frac{\sin\theta}{\cos\theta-r}.$$

With $\sin\theta=0.00349$ and $\cos\theta-r=0.00830$, $\varphi=22.8^\circ$. For $\theta\ll1-r$ this becomes $\varphi\approx\theta/(1-r)$: the small misfit in the denominator amplifies the rotation. The lines are no longer perpendicular to $\mathbf b_1$ and acquire screw character. The spacing falls to

$$D=\frac{b}{\sqrt{(\cos\theta/r-1)^2+(\sin\theta/r)^2}}=42.3\ \text{nm}.$$

The same spacing follows from atomic registry. At a film atom $\mathbf x=S_A\mathbf X$, the number $\mathbf b_1^*\cdot\mathbf X$ is an integer. The position relative to the silicon rows therefore depends on

$$\mathbf b_1^*\cdot(\mathbf x-\mathbf X)=-\mathbf b_1^*\cdot(S_A^{-1}-1)\mathbf x=-\mathbf N_1\cdot\mathbf x ,$$

which repeats after a distance $1/|\mathbf N_1|$. Fitting this modulation to explicit film atom positions also gave 42.3 nm.

The film's square net is unchanged if $S_A$ is replaced by $S_AU$, where $U$ is a $90^\circ$ rotation. The atoms are the same, but the correspondence is different. The total rotation in the formula becomes $90.2^\circ$, and

$$\frac{|\mathbf B|}{|\mathbf p|}=\sqrt{\frac1{r^2}+1-\frac{2\cos90.2^\circ}{r}}=1.423 .$$

This formal content describes no extra defects. The nearly undistorted correspondence is the one whose lines are separate regions of misfit in this interface.

## (h) How far can the result be trusted for a 100 nm film?

**Solution.** A finite film does not relax fully even in equilibrium. Take equal isotropic elastic constants with $\nu=0.3$, misfit magnitude $f$ and retained strain $e$. Per area, the film energy is $2\mu\frac{1+\nu}{1-\nu}e^2h$. Two line sets, each of density $(f-e)/b$, cost $\frac{\mu b^2}{4\pi(1-\nu)}[\ln(h/b)+1]$ per line length if each line is treated as isolated, a standard estimate with a rough core term. Setting the derivative with respect to $e$ to zero gives

$$4\mu\frac{1+\nu}{1-\nu}eh=\frac{2}{b}\,\frac{\mu b^2}{4\pi(1-\nu)}\left[\ln\frac hb+1\right],$$

$$e=\frac{b[\ln(h/b)+1]}{8\pi(1+\nu)h}.$$

For $h=100$ nm, $e=0.077\%$, or 9% of the 900 K misfit. This is an upper estimate. The lines are closer together than the film is thick, so their fields screen one another and the logarithm is limited by the spacing instead of by $h$. The content therefore falls by less than 9%, and the spacing stays between 45.8 nm and about 50 nm. The retained strain adds to the thermal strain on cooling. When the first lines appear they are far apart, and the isolated-line energy applies. Setting $e=f$ then gives a critical thickness of 5.0 nm for these pure edge lines; below it, this model favours a coherent film and the 45.8 nm network should not be expected. Lines that each relieve less misfit, such as those on inclined planes discussed below, have a larger critical thickness.

An error of $10^{-6}$ K$^{-1}$ in the difference of expansion coefficients shifts the content by $6\times10^{-4}$, about 7%. Strain in a 500 µm wafer is of order $3\times10^{-6}$ and can be ignored.

Steps can matter more. A miscut of $0.1^\circ$ gives steps of height $a/4$ every 78 nm. Suppose each carries a Burgers vector $\tfrac14\langle111\rangle$, with in-plane parts adding and normal parts cancelling between steps. They then supply a content of up to 0.0025 in one direction, 29% of the total. The Frank-Bilby sum is unchanged, but the spacing of the $\tfrac12\langle110\rangle$ lines could move from 46 nm to about 65 nm, or to about 35 nm if the steps have the opposite sign.

For a real CoSi₂ contact, the $-1.2\%$ room-temperature misfit is a typical rough value, while the 900 K relaxation and the frozen network are model assumptions. Freezing is the assumption most open to doubt: the thermal strain of 0.389% is about five times even the upper estimate of the equilibrium value above, so there is a driving force for new dislocations during cooling. If they form, the stress falls from 0.78 GPa towards zero. The spacing falls from 45.8 nm and ends at 31.2 nm on full relaxation if the new lines are also edge lines with $\tfrac12\langle110\rangle$ Burgers vectors in the interface. An equal biaxial stress exerts no glide force on such lines, so they must arrive by climb or by reactions. Lines that glide in on inclined $\{111\}$ planes have an in-plane edge part of only $b/2$, and twice as many are needed for the same relief, so the mean spacing would then end below 31.2 nm. The main computed values are printed in the numerical output below.

## Computed results

```
CIRCUIT TEST (lengths in units of b)
probe vector p = (23.5, 26.0) b
counted closure failure = (3, 0) b
Frank-Bilby value = (3.0000, 0.0000) b
rotation of 20 deg: |B|/|p| = 0.3473
EDGE ARRAY TEST (spacing D = 100 b)
far distortion jump times D/b = 0.99998
peak leftover/misfit stress at height D/4 = 0.520
peak leftover/misfit stress at height D = 0.0118
peak leftover/misfit stress at height 3D = 1.4e-05
leftover sigma_xx/misfit stress, D/4 above a line = -0.0045
CoSi2 ON Si(001), ROUGH TYPICAL INPUTS
lattice parameters at 300 K: Si 0.5431 nm, CoSi2 0.5365 nm
expansion coefficients: Si 3.5e-06 /K, CoSi2 1.0e-05 /K
growth temperature = 900 K, final temperature = 300 K
Burgers vector length b = 0.3840 nm
natural misfit a_film/a_Si - 1 at 300 K = -1.215 %
natural misfit at 900 K = -0.831 %
film strain if coherent at 300 K = 1.230 %
content |B|/|p|, relaxed at 900 K = 0.00838
line spacing at 300 K, frozen content = 45.8 nm
extra film rows in 10 um: hot 218, cold 218
expected rows in 10 um = 218.1
residual film strain at 300 K = 0.389 % (tensile)
film biaxial modulus (rough) = 200 GPa
residual film stress = 0.78 GPa
content if fully relaxed at 300 K = 0.01230
line spacing if fully relaxed at 300 K = 31.2 nm
model twist = 0.20 deg, with the 900 K content
line spacing with twist = 42.3 nm
same spacing from moire of atoms = 42.3 nm
rotation of the lines caused by twist = 22.8 deg
formal |B|/|p| with a 90 deg correspondence = 1.423
NEGLECTED EFFECTS
film thickness = 100 nm, wafer = 500 um, nu = 0.3
critical thickness at 900 K misfit = 5.0 nm
equilibrium strain kept at 900 K = 0.077 %
that strain as share of the misfit = 9 %
content change for 1e-6 /K error in expansion = 6.0e-04
substrate strain, order of magnitude = 3e-06
a/4 step spacing for 0.1 deg miscut = 78 nm
largest content of steps with 1/4<111> = 0.0025
that content as share of the total = 29 %
```
